\section*{Thermal dispersion free energies of two atoms and of an atom near a mirror}

\section{Where temperature enters}

\textbf{Q.} At room temperature $kT$ is far smaller than typical atomic excitation energies. The atoms stay in their ground states. How can temperature change their dispersion interaction?

\textbf{A.} Through the field that carries it. Field modes with wavelengths comparable to the separation $R$ have frequencies of order $c/R$, and these are thermally occupied once $c/R$ falls to $kT$. I use Hartree atomic units, so $\hbar=1$, and define the thermal wavelength $\lambda_T=c/kT$.

Take two neutral, isotropic atoms with non-degenerate ground states, fixed in vacuum at a distance much larger than their size. Atoms and field are in equilibrium at temperature $T$. The work needed to move the atoms slowly at fixed $T$ is a change of free energy, so that is the quantity to find.

\textbf{Q.} A free energy involves every mode of the coupled system. Where do you start?

\textbf{A.} With one mode of frequency $\omega$. Summing $e^{-(N+1/2)\omega/kT}$ over $N$ gives $Z=1/[2\sinh(\omega/2kT)]$, so $F_\omega=kT\ln[2\sinh(\omega/2kT)]$. The product formula $\sinh y=y\prod_{n\ge1}(1+y^2/\pi^2n^2)$ with $y=\omega/2kT$ turns this into
\begin{equation}
F_\omega=kT\Big[\tfrac12\ln\frac{\omega^2}{(kT)^2}+\sum_{n=1}^\infty\ln\frac{\omega^2+\xi_n^2}{\xi_n^2}\Big],\qquad \xi_n=2\pi nkT .
\end{equation}
If a coupling shifts frequencies $\omega_{0j}$ to $\omega_j$ without changing their number, the denominators cancel in the difference:
\begin{equation}
\Delta F=kT\sum_{n=0}^{\infty}{}'\ \ln\prod_j\frac{\omega_j^2+\xi_n^2}{\omega_{0j}^2+\xi_n^2}.
\label{modes}
\end{equation}
The prime gives the $n=0$ term weight one half, which is the $\tfrac12$ in front of the first logarithm.

\section{From modes to dipoles}

\textbf{Q.} You would need all the shifted frequencies, and charges couple to the vector potential through their velocities. Does the product survive that?

\textbf{A.} It does, and the individual frequencies are not needed. Model each atom first as an isotropic oscillator with dipole $\mathbf d$. At frequency $\omega$ the linear equations of motion of dipoles and field modes have the matrix
\begin{equation}
M(\omega)=K-\omega^2m-i\omega\Gamma ,
\end{equation}
with $K$ and $m$ symmetric and $\Gamma$ antisymmetric; $\Gamma$ is the velocity coupling. Hence $M(-\omega)=M(\omega)^{\mathsf T}$ and $\det M$ is even in $\omega$. It vanishes at $\pm\omega_j$, and its highest power of $\omega$ comes from $m$ alone. Therefore $\det M(\omega)=\det m\,\prod_j(\omega_j^2-\omega^2)$, and
\begin{equation}
\det M(i\xi)=\det m\,\prod_j(\omega_j^2+\xi^2).
\end{equation}
The factor $\det m$ is the same without coupling, so the product in (\ref{modes}) is a ratio of determinants. As a test, two oscillators coupled by velocity to three field modes were diagonalized: the free-energy shift is $0.022729$ in model units, both from the five modes and from the sum.

\textbf{Q.} The determinant still contains the whole field.

\textbf{A.} Solve the field equations for given dipoles and insert the solution. The determinant then factors into that of the free field, which does not depend on $R$, and that of
\begin{equation}
D=\begin{pmatrix}\alpha_A^{-1}&-G\\-G&\alpha_B^{-1}\end{pmatrix}.
\end{equation}
This matrix states that $\alpha^{-1}\mathbf d$ equals the field arriving from the other atom; $G$ is the $3\times3$ matrix giving that field for a unit dipole. Polarizabilities are volumes, $\mathbf d=\alpha\mathbf E$. The field of each atom at its own position does not depend on $R$ and is counted in its polarizability. Since $\alpha_A,\alpha_B$ are scalars, $\det D=\det(\alpha_A^{-1}\alpha_B^{-1}-G^2)$. Dividing by the value at infinite separation gives
\begin{align}
F_{AB}&=kT\sum_n{}'\ln\det(1-\alpha_A\alpha_BG^2)\nonumber\\
&\simeq-kT\sum_n{}'\alpha_A(i\xi_n)\alpha_B(i\xi_n)\,\mathrm{Tr}\,G^2(i\xi_n).
\label{trace}
\end{align}
The second line uses $\ln\det(1-X)=\mathrm{Tr}\ln(1-X)\simeq-\mathrm{Tr}X$. What is dropped is smaller by a factor of order $\alpha_A\alpha_B/R^6$.

\textbf{Q.} Is $G$ the Coulomb field of a dipole or the field of exchanged photons?

\textbf{A.} Their sum. In Coulomb gauge, a dipole produces for wave vector $\mathbf q$ the longitudinal field $-4\pi\hat{\mathbf q}\hat{\mathbf q}\cdot\mathbf d$. The transverse part follows from $\ddot{\mathbf A}/c^2-\nabla^2\mathbf A=(4\pi/c)\mathbf J_\perp$ with $\mathbf J=\dot{\mathbf d}\,\delta$. At frequency $\omega$ we have $\dot{\mathbf d}=-i\omega\mathbf d$ and $\mathbf E_\perp=(i\omega/c)\mathbf A$, so
\begin{equation}
\mathbf E_\perp=\frac{4\pi\omega^2/c^2}{q^2-\omega^2/c^2}\,\mathbf d_\perp
\ \longrightarrow\ -\frac{4\pi\kappa^2}{q^2+\kappa^2}\,\mathbf d_\perp,
\qquad \omega=i\xi,\ \kappa=\xi/c .
\end{equation}
Adding both parts,
\begin{equation}
-4\pi\Big[\hat{\mathbf q}\hat{\mathbf q}+\frac{\kappa^2(1-\hat{\mathbf q}\hat{\mathbf q})}{q^2+\kappa^2}\Big]
=-4\pi\,\frac{\mathbf q\mathbf q+\kappa^2}{q^2+\kappa^2},
\end{equation}
because $\hat{\mathbf q}\hat{\mathbf q}\,[1-\kappa^2/(q^2+\kappa^2)]=\mathbf q\mathbf q/(q^2+\kappa^2)$. The function $f=e^{-\kappa R}/R$ obeys $(-\nabla^2+\kappa^2)f=4\pi\delta$, so it is the transform of $4\pi/(q^2+\kappa^2)$. Replacing $\mathbf q$ by $-i\nabla$ gives
\begin{equation}
G=(\nabla\nabla-\kappa^2)\,\frac{e^{-\kappa R}}{R}.
\end{equation}

\textbf{Q.} Then work out the trace.

\textbf{A.} With $x=\kappa R$,
\begin{equation}
\frac{f'}{R}=-\frac{(1+x)e^{-x}}{R^3},\quad f''=\frac{(2+2x+x^2)e^{-x}}{R^3},\quad \kappa^2f=\frac{x^2e^{-x}}{R^3}.
\end{equation}
Along $\mathbf R$, $\nabla\nabla f$ has the component $f''$; in each transverse direction it has $f'/R$. Subtracting $\kappa^2f$,
\begin{equation}
G_L=\frac{2(1+x)e^{-x}}{R^3},\qquad G_T=-\frac{(1+x+x^2)e^{-x}}{R^3}.
\label{GLT}
\end{equation}
The trace of $G^2$ is $G_L^2+2G_T^2$, that is
\begin{align}
\mathrm{Tr}\,G^2&=\frac{e^{-2x}}{R^6}\big[4(1+2x+x^2)+2(1+2x+3x^2+2x^3+x^4)\big]\nonumber\\
&=\frac{2e^{-2x}}{R^6}\,(3+6x+5x^2+2x^3+x^4).
\end{align}
With $x_n=\xi_nR/c$, equation (\ref{trace}) becomes
\begin{equation}
F_{AB}=-\frac{2kT}{R^6}\sum_{n=0}^\infty{}'\alpha_A\alpha_B\,e^{-2x_n}(3+6x_n+5x_n^2+2x_n^3+x_n^4).
\label{pair}
\end{equation}

\textbf{Q.} That holds for springs. Atoms are not springs.

\textbf{A.} At this order the difference does not matter. The field is Gaussian, and eliminating it in imaginary time leaves a coupling between the dipole histories. With $\mathbf d(\tau)=kT\sum_n\mathbf d_ne^{-i\xi_n\tau}$ it reads
\begin{equation}
S_{AB}=-kT\sum_{n=-\infty}^{\infty}\mathbf d_{A,n}\cdot G(i|\xi_n|)\,\mathbf d_{B,-n}.
\end{equation}
Isotropic atoms have $\langle\mathbf d\rangle=0$, so the first contribution is $-F_{AB}/kT=\tfrac12\langle S_{AB}^2\rangle$. It contains nothing about an atom except
\begin{equation}
\langle d_{n,i}\,d_{-n,j}\rangle=\delta_{ij}\,\frac{\alpha(i\xi_n)}{kT}.
\label{corr}
\end{equation}
The two factors $1/kT$ cancel the $(kT)^2$ from $S_{AB}^2$, leaving $F_{AB}=-\tfrac12kT\sum_{n=-\infty}^{\infty}\alpha_A\alpha_B\mathrm{Tr}\,G^2$. Folding negative $n$ onto positive $n$ gives (\ref{trace}). For $kT$ far below the excitation energies $\omega_k$,
\begin{equation}
\alpha(i\xi)=\sum_k\frac{2\omega_k|\langle0|d_z|k\rangle|^2}{\omega_k^2+\xi^2},
\end{equation}
the ground-state polarizability. The second-order sum was also tested on two statically coupled two-level systems, which are far from harmonic; with gaps $1$ and $1.5$, $kT=0.4$, thermal polarizabilities and coupling $10^{-3}$, it agrees with exact diagonalization to better than one part in $10^4$. The relative error grows as the square of the coupling and reaches $0.2$ per cent at coupling $0.1$.

\section{The classical limit}

\textbf{Q.} What is left of (\ref{pair}) at large distance?

\textbf{A.} Since $x_n=2\pi nR/\lambda_T$, the $n$th term carries $e^{-4\pi nR/\lambda_T}$. Beyond $\lambda_T$ the terms with $n\ge1$ die out. The $n=0$ term has weight $\tfrac12$ and polynomial $3$:
\begin{equation}
F_{AB}\to-\frac{2kT}{R^6}\cdot\frac12\cdot3\,\alpha_A\alpha_B=-\frac{3kT\,\alpha_A\alpha_B}{R^6},
\label{paircl}
\end{equation}
with static polarizabilities. The limit is large $R$ at fixed $T$. Heating without limit at fixed $R$ would excite the atoms and change $\alpha$.

\textbf{Q.} Neither $\hbar$ nor $c$ appears. That is a classical result for atoms you insist are in their quantum ground states.

\textbf{A.} It is what classical dipoles would give. A classical polarizable dipole has energy $d^2/2\alpha$, hence $\langle d_i^2\rangle=\alpha kT$ per component. With static coupling $V=-\mathbf d_A\cdot G_0\mathbf d_B$ and $\langle V\rangle=0$, the leading free energy is
\begin{equation}
-\frac{\langle V^2\rangle}{2kT}=-\frac{\alpha_A\alpha_B(kT)^2}{2kT}\cdot\frac{4+1+1}{R^6}=-\frac{3kT\alpha_A\alpha_B}{R^6}.
\end{equation}
The dipole of a real atom fluctuates far more strongly than $\alpha kT$, through zero-point motion. But the $n=0$ term involves the dipole averaged over imaginary time, $\bar{\mathbf d}=kT\,\mathbf d_0$. By (\ref{corr}) its variance per component is $(kT)^2\alpha(0)/kT=\alpha(0)kT$, the classical value. The faster components are screened by the factors $e^{-2x_n}$.

\textbf{Q.} How sharp is ``beyond the thermal wavelength''?

\textbf{A.} Keep the $n=1$ term. Relative to (\ref{paircl}) it is
\begin{equation}
\frac23\Big[\frac{\alpha(i\xi_1)}{\alpha(0)}\Big]^2e^{-2x_1}(3+6x_1+5x_1^2+2x_1^3+x_1^4)
\end{equation}
for identical atoms. At $R=\lambda_T$, $x_1=2\pi$: the exponential is $3.49\times10^{-6}$ and the polynomial is $2293$. For the model atom below, $\alpha(i\xi_1)/\alpha(0)=0.996$, and the correction is $0.53$ per cent. The large polynomial delays the classical regime, but the exponential has won by $R=\lambda_T$.

\section{The wall}

\textbf{Q.} Replace one atom by a perfectly conducting plane. There is no second polarizability to multiply.

\textbf{A.} The atom now meets its own reflected field. Let $S$ reverse the coordinate normal to the plane. If the atom's dipole produces $\mathbf E(\mathbf r)$, the field $-S\mathbf E(S\mathbf r)$ belongs to the dipole $-S\mathbf d=(-\mathbf d_\parallel,d_z)$ at the mirror point. On the plane $S\mathbf r=\mathbf r$, so its tangential part is $-\mathbf E_\parallel$ and cancels the original one, as a perfect conductor requires. This holds at every imaginary frequency.

At the atom, a distance $2z$ from the image, a unit normal dipole receives $G_L(2z)$ and a unit parallel dipole receives $-G_T(2z)$. With $y=\kappa z$, the argument in (\ref{GLT}) is $2y$, and
\begin{align}
\mathrm{Tr}\,G_{\rm im}&=G_L-2G_T=\frac{e^{-2y}}{8z^3}\big[2(1+2y)+2(1+2y+4y^2)\big]\nonumber\\
&=\frac{e^{-2y}}{2z^3}(1+2y+2y^2).
\end{align}
The dipole determinant is now $\det(1-\alpha G_{\rm im})$, whose logarithm begins with $-\alpha\,\mathrm{Tr}\,G_{\rm im}$. For an atom that is not a spring, the same term is the thermal average of the coupling between the dipole and its reflected field, which by (\ref{corr}) needs only $\alpha$. The modes of the half-space without the atom do not depend on $z$ and drop out. Thus
\begin{equation}
F_W=-\frac{kT}{2z^3}\sum_{n=0}^\infty{}'\alpha(i\xi_n)e^{-2y_n}(1+2y_n+2y_n^2)\ \to\ -\frac{kT\alpha(0)}{4z^3},
\label{wall}
\end{equation}
where $y_n=\xi_nz/c$ and the limit again keeps half of the $n=0$ term.

\textbf{Q.} An image moves with its dipole, so its energy carries an extra factor $\tfrac12$. Have you lost it?

\textbf{A.} No. The static energy is $-\tfrac12\mathbf d\cdot G_{\rm im}\mathbf d$. Averaging with $\langle d_i^2\rangle=\alpha kT$ gives $-\tfrac12\alpha kT\,(2+1+1)/(2z)^3=-kT\alpha/4z^3$, in agreement with (\ref{wall}).

\section{Back to low temperature}

\textbf{Q.} Does the same sum contain the known laws at short distance?

\textbf{A.} If the summand changes little between neighbouring $\xi_n$, the primed sum is a trapezoidal rule with spacing $2\pi kT$, so $kT\sum_n'\to\int_0^\infty d\xi/2\pi$. Take $\alpha(i\xi)=\alpha_0\omega_0^2/(\omega_0^2+\xi^2)$ with $kT\ll\omega_0$. For $R,z\ll c/\omega_0$ the polarizability cuts off the integral before retardation matters. Using $\int_0^\infty\alpha^2d\xi=\pi\alpha_0^2\omega_0/4$ and $\int_0^\infty\alpha\,d\xi=\pi\alpha_0\omega_0/2$,
\begin{align}
F_{AB}&\to-\frac{3}{\pi R^6}\cdot\frac{\pi\alpha_0^2\omega_0}{4}=-\frac{3\alpha_0^2\omega_0}{4R^6},\\
F_W&\to-\frac1{4\pi z^3}\cdot\frac{\pi\alpha_0\omega_0}{2}=-\frac{\alpha_0\omega_0}{8z^3}.
\end{align}
For $c/\omega_0\ll R,z\ll\lambda_T$ the exponential cuts first and $\alpha\simeq\alpha_0$. With $\int_0^\infty x^me^{-2x}dx=m!/2^{m+1}$ the polynomials integrate to
\begin{equation}
\tfrac32+\tfrac64+\tfrac{10}8+\tfrac{12}{16}+\tfrac{24}{32}=\tfrac{23}4,\qquad \tfrac12+\tfrac12+\tfrac12=\tfrac32 .
\end{equation}
Since $d\xi=(c/R)\,dx$ or $(c/z)\,dy$, the Casimir--Polder laws follow:
\begin{equation}
F_{AB}\to-\frac{23c\,\alpha_0^2}{4\pi R^7},\qquad F_W\to-\frac{3c\,\alpha_0}{8\pi z^4}.
\end{equation}
They equal the classical laws at $R=23\lambda_T/12\pi=0.610\lambda_T$ and $z=3\lambda_T/2\pi=0.477\lambda_T$.

\textbf{Q.} Imaginary frequencies hide the photons. Can you exhibit them?

\textbf{A.} For the wall with static $\alpha$, use $F=-\tfrac12\alpha\,\Delta\langle E^2\rangle$, where $\Delta$ is the change made by the mirror. Free thermal radiation has $\langle E^2\rangle=4\pi\int d\omega\,\omega^3N(\omega)/\pi^2c^3$ with $N=1/(e^{\omega/kT}-1)$. For waves at direction cosine $\mu$ to the normal, the two polarizations together put weights $1-\mu^2$ into $E_z^2$ and $1+\mu^2$ into $E_\parallel^2$. Standing waves multiply these by $1+C$ and $1-C$, with $C=\cos(2\omega\mu z/c)$. Half the sum is $1-\mu^2C$, so the mirror changes it by $-\mu^2C$, and the photon part is
\begin{equation}
F_{\rm ph}=\frac{2\alpha}{\pi c^3}\int_0^\infty d\omega\,\omega^3N(\omega)\int_0^1d\mu\,\mu^2\cos\frac{2\omega\mu z}{c}.
\label{photon}
\end{equation}
This plus the Casimir--Polder law was tested against (\ref{wall}) at four distances, with relative agreement within $10^{-8}$. At $z=\lambda_T$, in units of $kT\alpha/z^3$, the zero-point part is $-0.1194$ and the photon part $-0.1308$. Their sum is $-0.2502$, close to the classical $-\tfrac14$. So the classical law there is not a photon effect alone.

\section{Energy, entropy and size}

\textbf{Q.} If the free energy is proportional to $T$, where is the interaction energy?

\textbf{A.} There is none in that limit. From $U=F-T\,\partial F/\partial T$, a free energy linear in $T$ gives $U=0$; here $\alpha(0)$ is taken as independent of $T$. The attraction is entropic: $S=-\partial F/\partial T=3k\alpha_A\alpha_B/R^6$ grows as the atoms approach. For the model atom below, $U/F$ at $\lambda_T$ has fallen to $0.007$ for the wall and $0.05$ for the pair. At $0.1\lambda_T$ both ratios are within half a per cent of one.

\textbf{Q.} Put in numbers.

\textbf{A.} Take the one-oscillator model with $\alpha_0=100$ a.u., $\omega_0=0.1$ hartree and $T=300$ K, so $kT=9.500\times10^{-4}$ hartree. Then $\lambda_T=137.036/(9.500\times10^{-4})=1.442\times10^5$ bohr, or $7.63\,\mu$m. At this distance the classical laws give
\begin{align}
\frac{kT\alpha_0}{4\lambda_T^3}&=\frac{0.09500}{4\times3.001\times10^{15}}=7.91\times10^{-18}\ \text{hartree},\\
\frac{3kT\alpha_0^2}{\lambda_T^6}&=\frac{28.50}{9.006\times10^{30}}=3.16\times10^{-30}\ \text{hartree}.
\end{align}
The full sums give magnitudes of $7.92\times10^{-18}$ and $3.18\times10^{-30}$ hartree. Divided by Planck's constant these are $0.05$ Hz and $2\times10^{-14}$ Hz. The ratios of $F$ to the classical law and to the zero-temperature value $F_0$ are:

\begin{center}
\begin{tabular}{rcccc}
 & \multicolumn{2}{c}{wall} & \multicolumn{2}{c}{pair}\\
$\mu$m & $F/F_{\rm cl}$ & $F/F_0$ & $F/F_{\rm cl}$ & $F/F_0$\\
1 & 3.605 & 0.998 & 4.530 & 1.000\\
3 & 1.265 & 1.042 & 1.582 & 1.022\\
5 & 1.023 & 1.404 & 1.095 & 1.177\\
10 & 1.000 & 2.744 & 1.000 & 2.149
\end{tabular}
\end{center}

The classical law is good to one per cent from $5.6\,\mu$m for the wall and $7.1\,\mu$m for the pair. The numerical output has further distances.

\textbf{Q.} At $1\,\mu$m the wall ratio $F/F_0$ is below one. Heating weakens the attraction?

\textbf{A.} It makes the free energy slightly less negative. For $z\ll\lambda_T$ the cosine in (\ref{photon}) is near one, and the inner integral is near $\tfrac13$. With $\int_0^\infty\omega^3N\,d\omega=\pi^4(kT)^4/15$ this gives $F_{\rm ph}\to+2\pi^3\alpha(kT)^4/45c^3$. The sign is positive because the thermal $\langle E^2\rangle$ close to the mirror is lower than far away. At $1\,\mu$m this estimate is $0.34$ per cent of the Casimir--Polder value; the computed reduction $1-F/F_0$ is $0.23$ per cent, with $F_0$ about one per cent smaller in magnitude than the Casimir--Polder value. The gap comes from the fall of the cosine. Its next two terms, with $\int_0^\infty\omega^5N\,d\omega=8\pi^6(kT)^6/63$, $\int_0^\infty\omega^7N\,d\omega=8\pi^8(kT)^8/15$ and $\int_0^1\mu^4d\mu=\tfrac15$, $\int_0^1\mu^6d\mu=\tfrac17$, multiply the estimate by $1-\tfrac{16\pi^2}{7}(z/\lambda_T)^2+\tfrac{16\pi^4}{7}(z/\lambda_T)^4=1-0.39+0.07=0.68$, which gives $0.23$ per cent. At larger $z$ the photon part of the free energy changes sign, near $z=0.31\lambda_T$, and makes $F$ more negative. Its force $-\partial F_{\rm ph}/\partial z$ still points away from the wall until $F_{\rm ph}$ passes its minimum near $z=0.53\lambda_T$; past that minimum it adds to the attraction.

\textbf{Q.} When should I distrust all this?

\textbf{A.} When the atoms approach to atomic dimensions, where the dipole coupling and the leading order in $\alpha$ fail; when $kT$ nears an excitation energy; or when permanent dipoles or magnetic response matter. A real metal or a rough surface changes the terms of (\ref{wall}) with $n\ge1$ and, for roughness, the static image as well. A smooth, flat conductor keeps the $n=0$ term, which needs nothing but the electrostatic image, provided $z$ is much larger than its static screening length. Metals and heavily doped semiconductors meet this condition at micrometre distances. Intrinsic silicon does not: its Debye length is near $29\,\mu$m at 300 K, and at $z=\lambda_T$ its $n=0$ term is about $0.85$ of the perfect-conductor value, close to the factor $(\epsilon-1)/(\epsilon+1)=0.84$ of an insulating wall with $\epsilon=11.7$.

\section*{Table of computed values}
\begin{verbatim}
temperature = 300 K; kT = 9.500435e-04 hartree
static polarizability = 100 a.u.
oscillator frequency = 0.10 hartree
kT/omega0 = 0.00950
speed of light = 137.0360 a.u.
thermal wavelength c/kT = 7.6329 micrometre
first Matsubara frequency = 5.969299e-03 hartree
alpha(i xi_1)/alpha(0) = 0.99645
Columns: distance (micrometre), F (hartree),
         F/classical law, F/zero-temperature value
wall   0.1 -8.8690e-11 25.19927 1.00000
wall   1.0 -1.2689e-14 3.60519 0.99770
wall   3.0 -1.6489e-16 1.26497 1.04229
wall   5.0 -2.8801e-17 1.02288 1.40383
wall   7.0 -1.0277e-17 1.00156 1.92405
wall  10.0 -3.5196e-18 1.00002 2.74419
pair   0.1 -1.3234e-17 21.14564 1.00000
pair   1.0 -2.8351e-24 4.52999 1.00022
pair   3.0 -1.3582e-27 1.58202 1.02248
pair   5.0 -4.3867e-29 1.09518 1.17728
pair   7.0 -5.3784e-30 1.01105 1.52070
pair  10.0 -6.2603e-31 1.00029 2.14864
wall: classical law within 1% from 0.7377 c/kT = 5.631 micrometre
wall: F/classical - 1 at c/kT = 6.430e-04
wall: internal energy/F at 0.1 c/kT = 1.00330
wall: internal energy/F at c/kT = 6.896e-03
pair: classical law within 1% from 0.9285 c/kT = 7.087 micrometre
pair: F/classical - 1 at c/kT = 5.293e-03
pair: internal energy/F at 0.1 c/kT = 0.99971
pair: internal energy/F at c/kT = 4.751e-02
wall: Casimir-Polder = classical at 0.4775 c/kT
pair: Casimir-Polder = classical at 0.6101 c/kT
Static-alpha split at distance c/kT: zero-point, photons, total
wall (kT alpha/z^3): -0.119366 -0.130795 -0.250161
pair (kT alpha^2/R^6): -1.830282 -1.185710 -3.015992
wall F at c/kT = -7.9193e-18 hartree = -5.2107e-02 Hz times h
pair F at c/kT = -3.1813e-30 hartree = -2.0932e-14 Hz times h
mode test: shift from modes 0.02272884, from sum 0.02272884 (model units)
\end{verbatim}
